# Third-order energy and static hyperpolarizability from first-order orbitals, part 2

The problem is to find the third-order energy of a finite unit in a uniform static field \(F\), using only first-order orbitals. Atomic units are used. The electron has charge \(-1\), so the field adds \(Fx\) to its potential energy. The nuclei are fixed, and \(E=E_0+E_1F+E_2F^2+E_3F^3+\dots\).

For doubly occupied, real, orthonormal orbitals the electronic energy is

\[
E=2\sum_i\langle\psi_i|\,T+v+Fx\,|\psi_i\rangle+G[n],\qquad n=2\sum_i\psi_i^2 .
\]

Here \(T\) is the kinetic energy, \(v\) the attraction of the nuclei, and \(G\) the mean Coulomb repulsion plus exchange-correlation energy. From here on \(\psi_i\) are the orbitals without a field, with density \(n_0\). \(G'\), \(G''\) and \(G'''\) are the functional derivatives of \(G\) at \(n_0\), and

\[
h_0\psi_i=\varepsilon_i\psi_i,\qquad h_0=T+v+G'(x).
\]

With \(Q\) the projector on the unoccupied space, the first-order orbitals \(u_i\) in that space satisfy

\[
(h_0-\varepsilon_i)\,u_i=-Q\,h_1\psi_i ,
\]
\[
h_1(x)=x+\int G''(x,x')\,n_1(x')\,dx' ,
\]

where \(n_1=4\sum_i\psi_iu_i\). They give

\[
E_2=\tfrac12\int x\,n_1(x)\,dx .
\]

The orthonormalised set \(\psi_i+Fu_i\) is a trial solution. Its error \(\delta\) is of order \(F^2\), and its energy error is quadratic in \(\delta\), hence \(O(F^4)\). With \(s_{ij}=\langle u_i|u_j\rangle\), its density matrix has the parts

\[
\rho_2=2\sum_i|u_i\rangle\langle u_i|-2\sum_{ij}s_{ij}|\psi_i\rangle\langle\psi_j| ,
\]
\[
\rho_3=-2\sum_{ij}s_{ij}\left(|u_i\rangle\langle\psi_j|+|\psi_i\rangle\langle u_j|\right),
\]

whose diagonals are \(n_2\) and \(n_3\). The density \(n_2\) is not the true second-order density.

For comparison, one electron with a linear Hamiltonian and perturbation \(FV\) has \(E_3=\langle\psi_1|(V-E_1)|\psi_1\rangle\), where \(\psi_1\) is its first-order state, orthogonal to the unperturbed one.

The results assume a finite gap, a smooth \(G\) and a stable mean field.

## The third-order energy and the nonlinear susceptibility

Here \(\psi_i\) are the doubly occupied orbitals without a field, with levels \(\varepsilon_i\) and mean-field Hamiltonian \(h_0\). The first-order orbitals \(u_i\) are orthogonal to all \(\psi_j\), have overlaps \(s_{ij}=\langle u_i|u_j\rangle\), and give the first-order density \(n_1=4\sum_i\psi_iu_i\). The screened perturbation is \(h_1=x+\int G''n_1\), where \(G\) is the interaction energy. The trial density matrix built from \(\psi_i+Fu_i\) has parts \(\rho_k\) and densities \(n_k\) at order \(F^k\), and its energy is correct through order \(F^3\).

It remains to collect the terms of order \(F^3\) in that energy. With \(n=n_0+Fn_1+F^2n_2+F^3n_3+\dots\), the Taylor expansion of \(G\) gives at this order

\[
\int G'n_3+\iint G''n_1n_2+\tfrac16\iiint G'''n_1n_1n_1 .
\]

The middle term has no factor of one half because \(n_1n_2\) arises twice in the square of the density change. The one-electron part of the energy contributes \(\mathrm{Tr}[(T+v)\rho_3]+\mathrm{Tr}(x\rho_2)\). The term with \(G'\) completes \(T+v\) to \(h_0\), and the term with \(G''\) completes \(x\) to \(h_1\):

\[
E_3=\mathrm{Tr}(h_0\rho_3)+\mathrm{Tr}(h_1\rho_2)+\tfrac16\iiint G'''n_1n_1n_1 .
\]

The first trace is \(-2\sum_{ij}s_{ij}(\langle\psi_j|h_0|u_i\rangle+\langle u_j|h_0|\psi_i\rangle)\). Since \(h_0\psi_j=\varepsilon_j\psi_j\) and \(u_i\) is orthogonal to \(\psi_j\), it is zero. Inserting \(\rho_2\) in the second trace gives

\[
\boxed{E_3=2\sum_i\langle u_i|h_1|u_i\rangle-2\sum_{ij}s_{ij}\langle\psi_j|h_1|\psi_i\rangle+\tfrac16\iiint G'''n_1n_1n_1 .}
\]

Everything on the right follows from first-order orbitals. The first term is the energy of the promoted charge in the screened field, the second is that of the charge withdrawn from the occupied orbitals, and the third is the part of the interaction that is cubic in the density change. Mean Coulomb repulsion is quadratic in the density and has no third derivative, so the last term comes from exchange and correlation alone.

If the interaction response is switched off, \(G''=G'''=0\) and \(h_1=x\). For a single orbital the expression becomes \(2\langle u|x-\langle\psi|x|\psi\rangle|u\rangle\), which is twice the one-electron result \(\langle\psi_1|V-E_1|\psi_1\rangle\), as it should be for two electrons. If the unit has a centre of inversion and its ground state shares that symmetry, measure \(x\) from the centre. Reversing the field then leaves the energy unchanged, and \(E_3=0\). Another choice of origin changes only \(E_1\).

The energy also gives the dipole moment. Include in \(E\) the energy \(-F\sum_AZ_AX_A\) of nuclei with charges \(Z_A\) at positions \(X_A\). Because the electronic energy is stationary in the orbitals, its derivative with respect to \(F\) comes from the explicit factor \(F\) alone, so \(-dE/dF=\sum_AZ_AX_A-\int xn\), which is the dipole moment \(p(F)\). The fixed nuclei affect only \(E_1\). Define the permanent moment \(\mu\), the polarizability \(\alpha\) and the hyperpolarizability \(\beta\) by

\[
p(F)=\mu+\alpha F+\tfrac12\beta F^2+\dots,\qquad \alpha=-2E_2,\qquad \beta=-6E_3 .
\]

The factor six is the three from the derivative of \(F^3\) times the two from the factor one half. A direct calculation of the second-order moment as \(-\int x\,n\) would need the true second-order density. The energy supplies its first moment without supplying the density itself.

For a film, suppose that all bonds lie along the field axis, with a fraction \((1+s)/2\) pointing along \(+x\) and \((1-s)/2\) reversed; \(s\) without indices is the net polar order. A reversed bond has moment \(-p(-F)=-\mu+\alpha F-\tfrac12\beta F^2+\dots\). With \(N\) bonds per volume, and with the field at each bond taken equal to the average field in the film, the polarization is

\[
P=N\left(s\mu+\alpha F+\tfrac12s\beta F^2+\dots\right)=P_0+\varepsilon_0\left(\chi^{(1)}F+\chi^{(2)}F^2+\dots\right).
\]

Here \(\varepsilon_0\) is the vacuum permittivity and not an energy level. Therefore \(\chi^{(1)}=N\alpha/\varepsilon_0\) and \(\chi^{(2)}=sN\beta/(2\varepsilon_0)\). The differential relative permittivity, which a small alternating signal on top of the static field would probe, is

\[
k(F)=1+\frac1{\varepsilon_0}\frac{dP}{dF}=k_0+2\chi^{(2)}F+\dots,\qquad k_0=1+\frac{N\alpha}{\varepsilon_0}.
\]

Eliminating \(N\) gives \(\chi^{(2)}=s(k_0-1)\beta/(2\alpha)\). At fixed \(k_0\) and \(s\), the susceptibility depends on the bond through the ratio \(\beta/\alpha\). With equal numbers of bonds in the two directions it vanishes, however polar the single bond is.

As an example, take a one-dimensional polar bond with four electrons and two centres of charge \(1.5\,e\) on the left and \(2.5\,e\) on the right, \(0.16\) nm apart. All Coulomb interactions are softened, with \(1/|x|\) replaced by \(1/\sqrt{x^2+a^2}\) and \(a=0.05\) nm. Exchange is that of a uniform electron gas whose density is \(n/A\), as if the charge filled a rod of cross-section \(A=\pi a^2\); correlation is left out. The exchange potential is then \(v_x=-(3n/\pi A)^{1/3}\) in atomic units. Differentiating it twice with respect to \(n\) gives the local third derivative of \(G\), namely \(-2v_x/(9n^2)\), which is positive.

The first-order orbitals give \(E_2=-9.336\) atomic units. The three terms of \(E_3\), in the order of the boxed formula, add up to

\[
E_3=13.554+8.060-0.975=20.639\ \text{atomic units}.
\]

The last term is negative although the third derivative is positive, so the integral of \(n_1^3\) with this positive weight is negative. As an independent test, the energy was computed self-consistently at field strengths of one to four steps of \(0.002\) atomic units in both directions, and the cubic coefficient was extracted from the differences between opposite fields. It agrees with the formula to about two parts in a million. Without this last term the formula would be high by \(0.975/20.639\), or 4.7 %. Changing to a finer grid in a longer box changes \(E_3\) by 0.06 %, so about three digits of it are a property of the model.

The order of the error can be tested as well. The trial energy of the orthonormalised set \(\psi_i+Fu_i\), averaged over the two field directions, lies above the self-consistent energy by \(1.404\times10^{-7}\) atomic units at two steps and by \(2.265\times10^{-6}\) at four. Doubling the field multiplies the error by 16.1, which corresponds to a power of 4.01. The average cancels odd powers, but the leading power cannot be odd: the energy error is quadratic in the error \(\delta\) of the orbitals, so its leading power is twice that of \(\delta\). The test therefore confirms the fourth order.

If the potential is frozen in its form without a field, the formula gives \(E_3=64.89\) atomic units, in agreement with the sum of eigenvalues in finite fields. The response of the mean field thus reduces the third-order energy of this bond by a factor of 3.1. Using orbitals of a fixed potential would not be a small approximation here.

In units suited to a film, \(\alpha=1.92\times10^{-3}\ e\,\text{nm}^2/\text{V}\) and \(\beta=-2.48\times10^{-5}\ e\,\text{nm}^3/\text{V}^2\), the latter being \(-124\) atomic units. The negative sign means that a weak field pointing from the weaker to the stronger centre makes the bond less polarizable.

Let the electronic permittivity of the film be \(k_0=2.0\), which fixes \(N=28.8\ \text{nm}^{-3}\), and let one per cent more of the bonds point along \(+x\) than against it, so that \(s=0.01\). Then

\[
\chi^{(2)}=\frac{0.01\times1.0\times(-2.478\times10^{-5})}{2\times1.9215\times10^{-3}}\ \frac{\text{nm}}{\text{V}}
=-6.45\times10^{-5}\ \frac{\text{nm}}{\text{V}}=-0.0645\ \frac{\text{pm}}{\text{V}} .
\]

At \(2\) MV/cm, which is \(0.2\) V/nm, the part of the permittivity change that reverses with the field is \(2\chi^{(2)}F=-2.58\times10^{-5}\). The linear response of bonds already held in the field gives the same value to within 0.01 %, which tests the step from energy to permittivity.

The same calculation yields the part that does not reverse, and it is larger: \(+4.18\times10^{-5}\). This value is more sensitive to the grid and the box than \(E_3\): on a finer grid in a longer box it becomes \(4.20\times10^{-5}\), a shift of 0.6 %. It comes at leading order from the next term in the dipole moment, \(\gamma F^3/6\), which is the same for both bond directions and is not reduced by the small polar order. The permittivity therefore rises in both field directions, by \(1.6\times10^{-5}\) along \(+x\) and by \(6.8\times10^{-5}\) against it. Half the difference between the two isolates, at leading order in the field, the contribution of \(\chi^{(2)}\).

So far each bond has felt the average field. In the Lorentz approximation it feels \(F_l=F+P/(3\varepsilon_0)\), which has two consequences. The first is an enhancement. Leave the permanent moments aside and let \(N'\) be the bond density that now gives the same \(k_0\). At first order \(F_l=LF\), with \(L=1/(1-y)\) and \(y=N'\alpha/(3\varepsilon_0)\). Since \(P=N'\alpha LF\), one has \(k_0-1=3y/(1-y)\), hence \(L=(k_0+2)/3\), and \(N'=N/L\). The second-order polarization \(P_2\) obeys

\[
P_2=yP_2+\tfrac12N's\beta L^2F^2\quad\Longrightarrow\quad
P_2=\tfrac12N's\beta L^3F^2=L^2\,\tfrac12Ns\beta F^2 .
\]

At \(k_0=2\) the enhancement is \((4/3)^2=1.78\), which a numerical solution of the local-field equation confirms.

The second consequence is more serious. The excess permanent moments produce a field \(F_b\) at each bond even when the average field is zero. At first order \(F_b=(N's\mu+N'\alpha F_b)/(3\varepsilon_0)\), so \(F_b=LN's\mu/(3\varepsilon_0)=Ns\mu/(3\varepsilon_0)\). With the model's moment of \(0.0484\ e\,\)nm this is \(0.84\) MV/cm, not small beside the applied \(2\) MV/cm. It turns part of the even response into an odd one, because the square of \(F+F_b\) contains \(2FF_b\). Scaling the even change accordingly, and leaving out the enhancement, the added odd part is

\[
2\times\frac{0.84}{2.0}\times4.18\times10^{-5}=3.5\times10^{-5},
\]

which exceeds \(2.58\times10^{-5}\) and has the opposite sign. In this estimate the built-in field reverses the sign of the film's second-order susceptibility. With \(\gamma>0\) this needs \(\mu\) and \(\beta\) of opposite sign, as they are in the model, where the stronger centre is the positive end of the dipole: its half of the bond holds 2.16 electrons against a charge of \(2.5\,e\). In a silicon–oxygen bond oxygen is the negative end, so the reversal is a property of this model and is not shown for a real film. Both contributions are proportional to \(s\), so a smaller polar order does not cure this. The value \(-0.0645\) pm/V belongs to bonds that feel the average field alone. If the built-in field is compensated but the enhancement remains, the value is 1.78 times as large. The third-order energy of the bond is unaffected; what changes is the field about which the bond's energy has to be expanded. The Lorentz field is moreover only an average. The permanent moments of neighbouring bonds give each bond a field that varies from site to site and does not shrink with \(s\). For point dipoles of random sign on cubic sites, a crude picture at these distances, its root-mean-square value is 55 to 73 MV/cm for the densities \(N'\) and \(N\). At lowest order it would raise the magnitude of \(\beta\) by 20 to 35 %, comparable to the margin of the reversal. It is left out of all film values given here.

The bond length is a round number near that of a silicon–oxygen bond; the centre charges and the softening length are choices of the model. The result depends strongly on the charges: at the same \(k_0\) and \(s\), and with every bond feeling the average field, \(\chi^{(2)}\) is about \(-0.03\) pm/V for charges of \(1.75\) and \(2.25\,e\), and about \(-0.09\) pm/V for \(1.25\) and \(2.75\,e\). The example therefore illustrates the method and does not predict the value for a real silicon-oxygen bond. The film values are meant for an organosilicate low-permittivity film, for which an electronic permittivity near 2.0, a static one near 2.8 and a breakdown field near \(6\) MV/cm are rough typical values. The applied field is a third of that breakdown field. The polar order of one per cent is an assumption and not a known property of such films; an amorphous film without a preferred direction has \(s=0\) and no \(\chi^{(2)}\). Placing every bond on the field axis is also special: for random axes the mean of the squared cosine is one third, and if each bond responds only along its own axis, as in this model, the same permittivity would take three times the bond density. The assumption of fixed nuclei also fails in a real film. Their motion and other non-electronic contributions supply about 0.8 of the static susceptibility of 1.8, and their share in the nonlinear response is not calculated here.

Two further effects can be sized. If the bonds were free to flip at 378 K, the energies \(\mp\mu F\) of the two directions would give a polar order \(\tanh(\mu F/k_BT)=0.29\), far above the assumed 0.01. Bonds tied into a network are not free in this way, and the example relies on that. Electrons might also tunnel from an electrode. Through a barrier of \(3\) eV, tilted by the field to a length of \(3/0.2=15\) nm, the semiclassical transmission for the free-electron mass is about \(e^{-177}\), which is negligible; this says nothing about current carried by defects. The full set of values is in the numerical output.

In three dimensions the field has components \(F_a\), and the perturbation is \(\sum_aF_ax_a\). The first-order equations are linear, so their solution is \(\sum_aF_au_i^a\), with one set of orbitals for each direction. Inserted in the boxed formula, it gives a cubic polynomial in the \(F_a\), whose coefficients determine every component of the static hyperpolarizability tensor. Three linear-response calculations are enough, under the same conditions as before: a finite unit, a gap, a stable mean field and a smooth interaction functional.

## Calculated quantities

```
bond length: 0.16 nm; softening length: 0.05 nm
centre charges: 1.5 and 2.5 e
rod cross-section: 0.00785 nm^2
highest occupied level: -10.299 eV
gap to next level: 8.236 eV
dipole moment: 0.04841 e nm
E2, first-order orbitals: -9.335865 a.u.
E2, finite fields: -9.335865 a.u.
E3 direct term: 13.55358 a.u.
E3 constraint term: 8.05998 a.u.
E3 third-derivative term: -0.97482 a.u.
E3 total, first-order orbitals: 20.63874 a.u.
E3, finite fields: 20.63878 a.u.
finite-field step: 0.002 a.u.
E3 frozen potential, orbitals: 64.8883 a.u.
E3 frozen potential, eigenvalues: 64.8884 a.u.
trial energy error at 2 steps: 1.404e-07 a.u.
trial energy error at 4 steps: 2.265e-06 a.u.
power of F in trial error: 4.012
relative change of E3, finer grid: 5.5e-04
alpha: 1.9215e-03 e nm^2/V
beta: -2.4782e-05 e nm^3/V^2
beta: -123.8325 a.u.
electronic permittivity (rough input): 2.0
bond density: 28.76 nm^-3
net polar order: 0.01
chi2: -6.4487e-02 pm/V
chi2 if fully ordered: -6.4487 pm/V
applied field: 2.0 MV/cm
odd permittivity change, 2 chi2 F: -2.5795e-05
odd permittivity change, biased bonds: -2.5797e-05
neglected even permittivity change: 4.1765e-05
neglected Lorentz factor on chi2: 1.778
neglected built-in dipole field: 0.840 MV/cm
temperature of use: 378 K
polar order if bonds could flip: 0.289
tunnel barrier (rough input): 3.0 eV
tunnel length: 15.0 nm
tunnelling exponent: 177.5
breakdown field (rough input): 6.0 MV/cm
applied/breakdown field: 0.33
static permittivity (rough input): 2.8
non-electronic part left out: 0.8
```
